\section*{Intervalley deformation potentials from first-principles electron-phonon matrix elements}

\section{What goes wrong}

A Monte Carlo or Boltzmann solver asks for an intervalley deformation potential $D$, an energy per length. An electron-phonon code delivers a matrix element $g$, an energy that contains the zero-point motion of a phonon. In the model crystal treated below, $D=0.0044$ Ha/bohr between the valley minima. If a matrix element from a four-cell supercell is converted with the mass of one cell, the result is $0.0022$ Ha/bohr and the scattering rate is four times too small. If one member of a degenerate phonon pair is taken as the whole, the answer can be anything from zero to $0.0044$, depending on the basis in which the pair was returned. The scheme below fixes these factors.

\section{Conventions and result}

Hartree atomic units are used, so $\hbar=1$. The crystal has $N$ primitive cells of volume $\Omega$, total volume $V=N\Omega$, mass density $\rho$ and cell mass $M_c=\rho\Omega=\sum_\kappa M_\kappa$. Atom $\kappa$ in the cell at $\mathbf R$ is displaced by $\mathbf u_\kappa(\mathbf R)$. Phonons are harmonic and the coupling is linear in displacement. The valley states $\mathbf k_1$ and $\mathbf k_2=\mathbf k_1+\mathbf q$, up to a reciprocal lattice vector, are nondegenerate apart from spin, which is conserved.

Let $g_\nu$ be the matrix element normalised to one primitive cell, and $M_\nu=g_\nu/\sqrt N$ the one normalised to $N$ cells. Then
\begin{equation}
D_\nu=\sqrt{2M_c\omega_\nu}\,|g_\nu|=\sqrt{2NM_c\omega_\nu}\,|M_\nu|,
\qquad D^2=\sum_{\nu\in\text{group}}D_\nu^2 ,
\label{eq:result}
\end{equation}
where a group contains modes of equal frequency.

\section{Derivation}

\subsection{Supercell normalisation}

The displacement operator is
\begin{equation}
u_{\kappa\alpha}(\mathbf R)=\sum_{\mathbf q\nu}
\frac{e_{\kappa\alpha,\nu}(\mathbf q)}{\sqrt{2NM_\kappa\omega_{\mathbf q\nu}}}
e^{i\mathbf q\cdot\mathbf R}\left(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}\right),
\quad \sum_{\kappa\alpha}|e_{\kappa\alpha,\nu}|^2=1 .
\label{eq:u}
\end{equation}
The perturbation is $\sum_{\mathbf R\kappa\alpha}u_{\kappa\alpha}(\mathbf R)\,\partial V/\partial u_{\kappa\alpha}(\mathbf R)$. Its part with wave vector $\mathbf q$ contains
\begin{equation}
V_{\kappa\alpha}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}
\frac{\partial V(\mathbf r)}{\partial u_{\kappa\alpha}(\mathbf R)} .
\end{equation}
Write the Bloch states as $\psi_{\mathbf k}=\varphi_{\mathbf k}/\sqrt N$, with $\varphi_{\mathbf k}$ normalised in one cell. Translation by a lattice vector $\mathbf T$ multiplies $V_{\kappa\alpha}$ by $e^{i\mathbf q\cdot\mathbf T}$ and $\varphi^*_{\mathbf k_2}\varphi_{\mathbf k_1}$ by $e^{-i\mathbf q\cdot\mathbf T}$. The integrand is therefore periodic, and its $N$ equal cell integrals cancel the factor $1/N$ from the two states:
\begin{equation}
w_{\kappa\alpha}=\langle\psi_{\mathbf k_2}|V_{\kappa\alpha}|\psi_{\mathbf k_1}\rangle
=\int_{\text{cell}}\varphi^*_{\mathbf k_2}V_{\kappa\alpha}\varphi_{\mathbf k_1}\,d^3r .
\end{equation}
What remains of $N$ comes from the quantised displacement (\ref{eq:u}):
\begin{equation}
M_\nu=\frac{g_\nu}{\sqrt N},\qquad
g_\nu=\sum_{\kappa\alpha}\frac{w_{\kappa\alpha}e_{\kappa\alpha,\nu}}{\sqrt{2M_\kappa\omega_\nu}} .
\label{eq:g}
\end{equation}
Absorption and emission multiply $M_\nu$ by $\sqrt{n_\nu}$ and $\sqrt{n_\nu+1}$, with $n_\nu$ the phonon occupation.

\subsection{Phonon energy}

The deformation potential is defined by $|M_\nu|^2=D_\nu^2/(2\rho V\omega_\nu)$. With $\rho V=NM_c$,
\begin{equation}
D_\nu^2=2NM_c\omega_\nu\frac{|g_\nu|^2}{N}=2M_c\omega_\nu|g_\nu|^2 ,
\end{equation}
which is Eq.~(\ref{eq:result}). Inserting Eq.~(\ref{eq:g}) gives
\begin{equation}
D_\nu=\Big|\sum_{\kappa\alpha}c_{\kappa\alpha}e_{\kappa\alpha,\nu}\Big|,
\qquad c_{\kappa\alpha}=\sqrt{M_c/M_\kappa}\;w_{\kappa\alpha}.
\label{eq:c}
\end{equation}
The frequency has cancelled, but this requires that the conversion use the same $\omega_\nu$ that the code put into $g_\nu$. A measured or rounded phonon energy $\omega'$ used there multiplies $D_\nu$ by $\sqrt{\omega'/\omega_\nu}$. If a new phonon energy is wanted in the transport model, it should enter after $D_\nu$ has been formed.

\subsection{Degenerate modes}

Within a group of equal frequency, a diagonaliser may return any orthonormal basis. Let $e'_\nu=\sum_\mu e_\mu U_{\mu\nu}$ with $U$ unitary, and let $d_\mu=\sum_{\kappa\alpha}c_{\kappa\alpha}e_{\kappa\alpha,\mu}$. Then
\begin{equation}
\sum_\nu|d'_\nu|^2=\sum_{\mu\lambda}d_\mu d_\lambda^*\sum_\nu U_{\mu\nu}U^*_{\lambda\nu}
=\sum_\mu|d_\mu|^2 ,
\end{equation}
because $UU^\dagger=1$. The single terms have no such protection. Squares are summed, since the modes lead to different final phonon states. Dividing the sum by the number of modes would be wrong unless the solver restores that number as a factor.

\subsection{Scattering rate}

For one final valley, the golden rule for a group of frequency $\omega$ and occupation $n$ gives, at initial kinetic energy $E$,
\begin{align}
\Gamma&=2\pi\,\frac{D^2}{2\rho V\omega}\,V\left[nN_v(E+\omega)+(n+1)N_v(E-\omega)\right]\nonumber\\
&=\frac{\pi D^2}{\rho\omega}\left[nN_v(E+\omega)+(n+1)N_v(E-\omega)\right].
\label{eq:rate}
\end{align}
The volume from the sum over final states cancels that in $|M_\nu|^2$. Here $D$ is taken as constant over the valleys, whose minima have equal energy, and $N_v$ is the density of states per volume and spin. For a parabolic valley with principal masses $m_i$, the states below $E$ fill an ellipsoid with semi-axes $\sqrt{2m_iE}$. With $m_d=(m_1m_2m_3)^{1/3}$, their number per volume is
\begin{equation}
\frac{1}{8\pi^3}\,\frac{4\pi}{3}(2m_dE)^{3/2}=\frac{(2m_dE)^{3/2}}{6\pi^2},
\quad\text{so}\quad
N_v(E)=\frac{m_d^{3/2}\sqrt{2E}}{2\pi^2}
\label{eq:dos}
\end{equation}
for $E>0$, and zero otherwise. If $Z$ equivalent final valleys have the same $D$, the rate is $Z\Gamma$. The factor $Z$ must not also be contained in $D^2$ or $N_v$.

Groups of different frequency keep their own terms. Let $F(\omega)$ be the square bracket in Eq.~(\ref{eq:rate}). Replacing all groups $a$ by one phonon $\bar\omega$ requires
\begin{equation}
D_{\text{eff}}^2=\frac{\bar\omega}{F(\bar\omega)}\sum_a\frac{D_a^2}{\omega_a}F(\omega_a),
\end{equation}
which in general depends on electron energy and temperature. It is a fit at a chosen condition, not a material constant.

\section{Reading D from a frozen phonon}

Suppose first that $\mathbf q$ is equivalent to $-\mathbf q$, so $e^{i\mathbf q\cdot\mathbf R}=\pm1$ and the eigenvector can be real. Displace the atoms by
\begin{equation}
\mathbf u_\kappa(\mathbf R)=s\sqrt{M_c/M_\kappa}\;\mathbf e_{\kappa,\nu}\cos(\mathbf q\cdot\mathbf R).
\label{eq:frozen}
\end{equation}
By Eq.~(\ref{eq:c}), the first-order coupling of the two valleys has magnitude $sD_\nu$. Diagonal elements vanish at this order, because the perturbation carries a nonzero crystal momentum. Two valleys of equal energy split into $\pm sD_\nu$, so
\begin{equation}
D_\nu=\frac{\Delta E}{2s}\qquad(s\to0),
\label{eq:split}
\end{equation}
with neither $N$ nor $\omega_\nu$ in the formula. The zero-point amplitude in $N$ cells is $s_0=1/\sqrt{2NM_c\omega_\nu}$, and $s_0D_\nu=|g_\nu|/\sqrt N$ recovers the supercell matrix element.

If $\mathbf q$ and $-\mathbf q$ are not equivalent, the real pattern is $s\sqrt{M_c/M_\kappa}\,\mathrm{Re}(\mathbf e_{\kappa,\nu}e^{i\mathbf q\cdot\mathbf R})$. The real part is half the sum of the wave and its conjugate, and crystal momentum lets the first half alone take $\mathbf k_1$ to $\mathbf k_2$. The coupling is $sD_\nu/2$, and an otherwise isolated pair splits by $sD_\nu$. Using Eq.~(\ref{eq:split}) here would halve $D_\nu$.

\section{Algorithm}

\begin{verbatim}
input: g[nu], omega[nu], N_norm, M_cell, tol
  # N_norm = 1 for cell-normalised g,
  #          N for N-cell normalisation
for each mode nu:
    D2[nu] = 2 * N_norm * M_cell * omega[nu] * |g[nu]|^2
sort modes by omega
join neighbours with spacing < tol into groups
for each group a:
    D2_group[a]    = sum of D2[nu] in a
    omega_group[a] = mean of omega[nu] in a
return D2_group, omega_group
\end{verbatim}

For $m$ modes the conversion costs $O(m)$ and the sorting $O(m\log m)$. The frozen-phonon route needs the levels of a supercell. Dense diagonalisation costs $O(B^3)$ for $B$ basis functions, hence $O(N^3)$ at fixed basis quality.

\section{Worked example}

\subsection{The crystal and its phonons}

The example is a diamond-structure model with $a=10.7$ bohr and atomic mass $M=130000$, hence $M_c=260000$ and $\rho=848.95$ in atomic units. Its potential was tuned to place conduction valleys at L, the arrangement of germanium. Its $D$ should not be used for germanium. The ions are rigid and there is no self-consistent screening; the model stands in for the output of a first-principles code.

For a wave-vector difference $\mathbf K$, each atom contributes $\tfrac12v\,e^{-i\mathbf K\cdot\mathbf r}$ to the potential per cell, with
\begin{equation}
v(x)=\frac{0.025\,(x-7.7)}{1+\exp[0.8(x-10.3)]}\ \text{Ha},
\qquad x=\frac{K^2}{(2\pi/a)^2}.
\end{equation}
At L the basis holds the 90 plane waves with squared wave vector up to $20\,(2\pi/a)^2$, and is part of the model; a cutoff of 30 or more would raise $D$ by about eight per cent. The fifth band is the conduction band. Central second differences of its energy, with step $0.01\,(2\pi/a)$, give masses $1.426$ along the valley axis and $0.0979$ across it, so $m_d=0.2391$.

In units of $2\pi/a$, the valleys are $\mathbf k_1=(\tfrac12,\tfrac12,\tfrac12)$ and $\mathbf k_2=(-\tfrac12,\tfrac12,\tfrac12)$. Their difference $\mathbf q=(-1,0,0)$ is an X point, equivalent to $-\mathbf q$.

Nearest neighbours are joined by springs $k_L=0.08$ along and $k_T=0.01$ Ha/bohr$^2$ across the bond. The four bonds of an atom add up to an isotropic spring $\tfrac43(k_L+2k_T)$. In the coupling between sublattices, the bonds $(1,1,1)$ and $(1,-1,-1)$ carry the phase $+1$, and $(-1,1,-1)$ and $(-1,-1,1)$ carry $-1$. The signed sum leaves a $yz$ element and nothing that involves $x$. The $x$ motions of the two sublattices are thus uncoupled and degenerate:
\begin{equation}
\omega=\sqrt{\frac{4(k_L+2k_T)}{3M}}=\sqrt{\frac{4(0.10)}{3(130000)}}
=1.0127\times10^{-3}\ \text{Ha}=27.6\ \text{meV}.
\end{equation}
This is the pair in which the longitudinal acoustic and optical branches meet.

\subsection{Which modes couple}

Both valley states can be chosen real. A twofold rotation about $x$ through an atom of sublattice A exchanges the valleys and reverses $y$ and $z$ displacements. The two signs acquired by the states multiply to $+1$, because applying the rotation twice is the identity. Hence $w_{\kappa y}=-w_{\kappa y}=0$, and likewise for $z$. This holds at the valley minima; away from them these components are allowed. Inversion about a bond centre exchanges the sublattices and gives $|w_{Ax}|=|w_{Bx}|$.

Differentiating the plane-wave potential and sandwiching it between the valley states gives $|w_{Ax}|=|w_{Bx}|=0.002199$ Ha/bohr, with equal signs. Since $M_c/M=2$,
\begin{equation}
D=\sqrt{2\left(0.002199^2+0.002199^2\right)}=0.004398\ \text{Ha/bohr}
=2.26\times10^{7}\ \text{eV/cm}.
\end{equation}
The cell-normalised coupling, summed in squares over the pair, is $g=1.916\times10^{-4}$ Ha. Converting it gives the same value:
\begin{equation}
\sqrt{2(260000)(1.0127\times10^{-3})}\;(1.916\times10^{-4})=0.00440\ \text{Ha/bohr}.
\end{equation}

Diagonalising displaced two-cell crystals at $s=0.002$ bohr and using Eq.~(\ref{eq:split}) gives $0.003110$ Ha/bohr for $x$ motion of either sublattice alone. The in-phase combination $(1,1)/\sqrt2$ gives $0.004398$ and the opposite one zero, to the digits printed. Both bases have the same sum of squares, as $0.003110\sqrt2=0.004398$. A four-cell crystal also gives $0.004398$ for the in-phase mode.

A different valley pair with the same $\mathbf q$, $(\tfrac12,-\tfrac12,\tfrac12)\to(-\tfrac12,-\tfrac12,\tfrac12)$, couples to the opposite combination. The fourfold rotation-reflection about $x$ through an A atom maps the first pair onto this one. It reverses the $x$ displacement on both sublattices, but moves the B atom to a cell of phase $-1$, which restores its sign. The relative sign of $w_{Ax}$ and $w_{Bx}$ is thus reversed. A mode that is silent for one pair carries the full coupling for the other, so neither may be discarded from a table on the evidence of one pair.

\subsection{Size of the conversion errors}

In four cells the one-quantum coupling is $9.582\times10^{-5}$ Ha, half the cell-normalised value. Used with $M_c$ instead of $4M_c$, it gives $D=0.002199$ Ha/bohr and a quarter of the rate. Replacing $M_c$ by the atomic mass gives $0.003110$ and half the rate. Converting with the transverse optical energy, $1.3205\times10^{-3}$ Ha, gives $0.005022$. If the rate is then evaluated with the correct $\omega$, it is too large by $1.3205/1.0127=1.30$. If the wrong energy is also used in Eq.~(\ref{eq:rate}), the prefactor is right, since $D^2/\omega=2M_c|g|^2$, but the occupation and final energies are wrong.

\subsection{Rates}

To show the arithmetic of Eq.~(\ref{eq:rate}), hold $D$ at its value between the valley minima. Take $E=0.002$ Ha and $300$ K, where $n=0.5253$. Cubic symmetry gives the other three L valleys equal $D$, each through its own X point, so $Z=3$ and
\begin{equation}
\frac{3\pi D^2}{\rho\omega}=\frac{3\pi(0.004398)^2}{848.95\,(1.0127\times10^{-3})}
=2.12\times10^{-4}.
\end{equation}
Treating the valleys as parabolic, which slightly underestimates the density of states of the model band at these energies, Eq.~(\ref{eq:dos}) gives $N_v(E+\omega)=4.60\times10^{-4}$ and $N_v(E-\omega)=2.63\times10^{-4}$. In atomic units,
\begin{align}
\Gamma_{\text{abs}}&=(2.12\times10^{-4})(0.5253)(4.60\times10^{-4})=5.12\times10^{-8},\\
\Gamma_{\text{em}}&=(2.12\times10^{-4})(1.5253)(2.63\times10^{-4})=8.51\times10^{-8}.
\end{align}
These are $0.0021$ and $0.0035$ per ps, together $0.0056$ per ps. In this one-phonon formula, emission stops below $E=\omega$ and absorption remains.

These numbers are not the full intervalley rate of the model. Away from the valley minima the $x$ coupling grows, and the $y$ and $z$ displacements couple as well. At this electron energy, with final energies $E\pm\omega$, the squared coupling summed over all modes and averaged over initial and final states is roughly sixteen times the $D^2$ used here for absorption and ten times for emission. The $x$ displacements alone give about three and two times $D^2$. The model band also has minima along the cube axes, some 70 to 80 meV above L depending on the cutoff, so absorption at $E+\omega=82$ meV can reach valleys not counted here. A quantitative rate needs $g$ sampled over those states, with each mode keeping its own frequency.

\section{Stability and failure modes}

\paragraph{Grouping.} Each $D_\nu$ is formed with its own frequency, so a small numerical splitting of a degenerate pair does not spoil the sum. Giving the group one mean frequency changes the rate at first order in the relative spread if the members have different $D_\nu$, and at second order if their $D_\nu$ are equal. Near the emission threshold the rate is more sensitive, because of the square root in $N_v$. The tolerance should exceed the numerical splitting and stay below physical ones.

\paragraph{Displacement size.} In Eq.~(\ref{eq:frozen}), $s\to-s$ amounts to a lattice translation. The coupling between the valleys is odd in $s$ and their energy shifts are even, so for $D_\nu\ne0$ the relative error of Eq.~(\ref{eq:split}) starts at order $s^2$. An error $\delta$ in the splitting adds a relative error $\delta/(2sD_\nu)$, which grows as $s$ shrinks. To tell the two apart, halve $s$ twice. From the first halving to the second, the change in the result shrinks fourfold if the $s^2$ error dominates, and doubles if a constant $\delta$ does.

\paragraph{Phase convention.} Some codes use $e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$, with $\boldsymbol\tau_\kappa$ the atom's position in the cell. Then $\mathbf e_\kappa$ acquires $e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}$ and $w_{\kappa\alpha}$ the inverse factor. The product is unchanged, but mixing the conventions gives wrong interference between atoms. In the example, the sum over the pair would hide this error, because the pair spans both sublattice motions; a single $D_\nu$ can be wrong if its mode moves both sublattices.

\paragraph{Forbidden coupling.} If symmetry makes $w$ vanish at the valley centres, $g$ depends on the distance from them, and a constant $D$ does not describe the scattering. Even for allowed coupling, $g$ should be sampled over the energies of interest.

\paragraph{Degenerate electrons.} If the valley states are degenerate beyond spin, $|g|^2$ is summed over final states and averaged over equally populated initial ones. The density of states must then not count the final degeneracy again.

Numbers in the example were calculated in double precision.
